# Sum Rules for Atomic Polar Tensors and Crawford's Intensity Rule

## A. The missing intensity

In a model bent triatomic, the squared effective charges of the atoms, each divided by its mass, add to $0.0533\ e^2/\mathrm u$. At $974.88$ km/mol per $e^2/\mathrm u$ this corresponds to $52.0$ km/mol. The three vibrational fundamentals together carry only $15.5$ km/mol. The other 70 percent belongs to rigid rotation of the permanent dipole and has to be subtracted. The subtraction follows from two sum rules on the derivatives of the dipole moment.

## B. Definitions and the two sum rules

Let the nuclei have positions $\mathbf R_\alpha$ and masses $m_\alpha$, with total mass $M$. The molecule has total charge $q$ and dipole moment $\boldsymbol\mu(\mathbf R)$, taken about the same origin as the positions. The atomic polar tensor of atom $\alpha$ is

$$P^\alpha_{ij}=\frac{\partial\mu_i}{\partial R_{\alpha j}} .\tag{1}$$

The first index belongs to the dipole and the second to the displacement. I assume a nondegenerate Born–Oppenheimer electronic state, a spin-free electronic Hamiltonian and no external field.

**Covariance.** Shift all nuclei by $\mathbf d$. The electronic Hamiltonian depends only on distances between particles, apart from the kinetic energy, which a shift leaves unchanged. The unitary operator that shifts all electrons by $\mathbf d$ therefore turns the Hamiltonian at $\mathbf R$ into the one at $\mathbf R+\mathbf d$, and turns the electronic state into the new state up to a phase. Every charge has moved by $\mathbf d$, so the dipole changes by the total charge times $\mathbf d$. The same argument holds for a rotation $O$ of nuclei and electrons together, which rotates the dipole:

$$\boldsymbol\mu(\mathbf R+\mathbf d)=\boldsymbol\mu(\mathbf R)+q\,\mathbf d,\qquad \boldsymbol\mu(O\mathbf R)=O\boldsymbol\mu(\mathbf R).\tag{2}$$

**Translation.** To first order in $\mathbf d$ the left side of the first relation changes by $\sum_\alpha P^\alpha\mathbf d$. Since $\mathbf d$ is arbitrary,

$$\sum_\alpha P^\alpha=q\,\mathbf 1 .\tag{3}$$

**Rotation.** For a small rotation vector $\boldsymbol\theta$, $O\mathbf v=\mathbf v+\boldsymbol\theta\times\mathbf v$ to first order. Each nucleus moves by $\boldsymbol\theta\times\mathbf R_\alpha$ and the dipole changes by $\boldsymbol\theta\times\boldsymbol\mu$, so

$$\sum_\alpha P^\alpha(\boldsymbol\theta\times\mathbf R_\alpha)=\boldsymbol\theta\times\boldsymbol\mu\quad\text{for every }\boldsymbol\theta .\tag{4}$$

With $(\boldsymbol\theta\times\mathbf R)_j=\sum_{kl}\epsilon_{jkl}\theta_kR_l$, comparing the coefficients of $\theta_k$ gives the component form

$$\sum_\alpha\sum_{jl}P^\alpha_{ij}\,\epsilon_{jkl}R_{\alpha l}=\sum_l\epsilon_{ikl}\,\mu_l .$$

Equation (4) holds for any common origin. If the origin moves to $\mathbf d$, the positions become $\mathbf R_\alpha-\mathbf d$ and the dipole becomes $\boldsymbol\mu-q\mathbf d$, while $P^\alpha$ is unchanged. The left side changes by $-\sum_\alpha P^\alpha(\boldsymbol\theta\times\mathbf d)=-q\,\boldsymbol\theta\times\mathbf d$ by (3), and so does the right side. For an ion, positions and dipole taken about different origins violate the rule.

Neither rule requires an equilibrium geometry.

## C. The sum over all directions of motion

Introduce mass-weighted displacements $x_{\alpha j}=\sqrt{m_\alpha}\,\delta R_{\alpha j}$ and an orthonormal set of $3N$ vectors $L_k$ in this space, with $x_{\alpha j}=\sum_kL_{\alpha j,k}Q_k$. Then $\delta R_{\alpha j}=\sum_kL_{\alpha j,k}Q_k/\sqrt{m_\alpha}$, and the chain rule gives

$$\frac{\partial\mu_i}{\partial Q_k}=\sum_{\alpha j}S_{i,\alpha j}L_{\alpha j,k},\qquad S_{i,\alpha j}=\frac{P^\alpha_{ij}}{\sqrt{m_\alpha}} .\tag{5}$$

Completeness, $\sum_kL_kL_k^{\mathsf T}=\mathbf 1$, removes the directions from the sum:

$$\sum_{k=1}^{3N}\frac{\partial\mu_i}{\partial Q_k}\frac{\partial\mu_j}{\partial Q_k}=(SS^{\mathsf T})_{ij}=\sum_\alpha\frac{(P^\alpha P^{\alpha\mathsf T})_{ij}}{m_\alpha}.\tag{6}$$

Its trace contains the squared effective charges

$$\xi_\alpha^2=\sum_{ij}(P^\alpha_{ij})^2 .\tag{7}$$

No factor $1/3$ is included in this definition. A free ion of charge $q$ has $P=q\mathbf 1$ and hence $\xi^2=3q^2$.

## D. Separating the rigid motions

The $3N$ directions include translations and rotations. Let $\mathbf g_\alpha=\partial V/\partial\mathbf R_\alpha$ be the gradient of the potential energy $V$, and let $H_{\alpha\beta}$ be the $3\times3$ blocks of its Hessian. Because $V$ is unchanged by rigid motions, $\mathbf g_\alpha(\mathbf R+\mathbf d)=\mathbf g_\alpha(\mathbf R)$ and $\mathbf g_\alpha(O\mathbf R)=O\mathbf g_\alpha(\mathbf R)$. To first order these give

$$\sum_\beta H_{\alpha\beta}\mathbf d=0,\qquad \sum_\beta H_{\alpha\beta}(\boldsymbol\theta\times\mathbf R_\beta)=\boldsymbol\theta\times\mathbf g_\alpha .\tag{8}$$

Translations are null vectors of the Hessian at any geometry. All rotations are null vectors only if every $\mathbf g_\alpha$ vanishes, that is, at a stationary point. The mass-weighted Hessian has blocks $H_{\alpha\beta}/\sqrt{m_\alpha m_\beta}$. Acting on $\sqrt{m_\beta}\,\delta\mathbf R_\beta$ it gives $\sum_\beta H_{\alpha\beta}\delta\mathbf R_\beta/\sqrt{m_\alpha}$, so the null vectors carry over. The matrix is symmetric, and at a minimum with no other zero modes its vibrational eigenvectors are orthogonal to the rigid motions.

Now build an orthonormal basis of the rigid motions. The normalized translation along the unit vector $\mathbf e_j$ has atomic parts $\sqrt{m_\alpha/M}\,\mathbf e_j$. Inserted in (5), it gives the derivative

$$\frac1{\sqrt M}\sum_\alpha P^\alpha\mathbf e_j=\frac{q\,\mathbf e_j}{\sqrt M}.\tag{9}$$

The three translations contribute $q^2\delta_{ij}/M$ to (6), and $3q^2/M$ to its trace.

For rotations let $\mathbf X_\alpha=\mathbf R_\alpha-\mathbf R_{\rm c}$ be positions about the centre of mass, and let $\mathbf a$ be a unit vector along a principal axis with moment of inertia $I_a>0$. Take the atomic parts

$$\mathbf r^{(a)}_\alpha=\sqrt{\frac{m_\alpha}{I_a}}\;\mathbf a\times\mathbf X_\alpha .\tag{10}$$

For two principal axes,

$$\sum_\alpha m_\alpha(\mathbf a\times\mathbf X_\alpha)\cdot(\mathbf b\times\mathbf X_\alpha)=\sum_\alpha m_\alpha\left[(\mathbf a\cdot\mathbf b)X_\alpha^2-(\mathbf a\cdot\mathbf X_\alpha)(\mathbf b\cdot\mathbf X_\alpha)\right].$$

The right side is the element of the inertia tensor between $\mathbf a$ and $\mathbf b$. It equals $I_a$ for $\mathbf b=\mathbf a$ and zero for different principal axes, so the vectors (10) are orthonormal. Their overlap with a translation is proportional to $\mathbf e_j\cdot(\mathbf a\times\sum_\alpha m_\alpha\mathbf X_\alpha)=0$.

The masses cancel when (10) is inserted in (5). Applying (4) with the centre of mass as origin then gives

$$\frac1{\sqrt{I_a}}\sum_\alpha P^\alpha(\mathbf a\times\mathbf X_\alpha)=\frac{\mathbf a\times\boldsymbol\mu_{\rm c}}{\sqrt{I_a}},\qquad \boldsymbol\mu_{\rm c}=\boldsymbol\mu-q\mathbf R_{\rm c}.\tag{11}$$

## E. Crawford's rule

Subtracting the rigid contributions from (6) leaves the vibrations:

$$\sum_{\rm vib}\frac{\partial\mu_i}{\partial Q_k}\frac{\partial\mu_j}{\partial Q_k}=\sum_\alpha\frac{(P^\alpha P^{\alpha\mathsf T})_{ij}}{m_\alpha}-\frac{q^2}{M}\delta_{ij}-\sum_a\frac{(\mathbf a\times\boldsymbol\mu_{\rm c})_i(\mathbf a\times\boldsymbol\mu_{\rm c})_j}{I_a}.\tag{12}$$

The trace is Crawford's rule in terms of effective charges:

$$\boxed{\sum_{\rm vib}\left|\frac{\partial\boldsymbol\mu}{\partial Q_k}\right|^2=\sum_\alpha\frac{\xi_\alpha^2}{m_\alpha}-\frac{3q^2}{M}-\sum_a\frac{|\mathbf a\times\boldsymbol\mu_{\rm c}|^2}{I_a}}\tag{13}$$

The right side contains no force constants. They decide how the total is divided among the modes, and they enter the total only through the equilibrium geometry at which $P^\alpha$ and $\boldsymbol\mu$ are evaluated. The short form "sum equals $\sum_\alpha\xi_\alpha^2/m_\alpha$" holds for a neutral molecule without a permanent dipole.

**Linear molecules.** Rotation about the molecular axis moves no nucleus, so its $I_a$ is zero and the term is absent. The dipole lies along the axis, and the two remaining rotations contribute $2\mu_{\rm c}^2/I$.

**The diatomic limit.** Consider a neutral diatomic with bond length $r$ and reduced mass $m_{\rm r}$. By (3) the two tensors are opposite, and by axial symmetry they are diagonal. The element along the bond is $\pm d\mu/dr$. For a rotation perpendicular to the bond, (4) gives $P_\perp r=\mu$, so each of the two perpendicular elements is $\pm\mu/r$. Since $1/m_1+1/m_2=1/m_{\rm r}$ and $I=m_{\rm r}r^2$,

$$\frac1{m_{\rm r}}\left[\left(\frac{d\mu}{dr}\right)^2+\frac{2\mu^2}{r^2}\right]-\frac{2\mu^2}{m_{\rm r}r^2}=\frac1{m_{\rm r}}\left(\frac{d\mu}{dr}\right)^2 .$$

This is the squared derivative along the single mode $Q=\sqrt{m_{\rm r}}\,(r-r_{\rm eq})$. Without the subtraction, a bond with a constant dipole would appear to have a vibrational band.

## F. From dipole derivatives to intensities

Assume harmonic vibrations and a dipole linear in $Q_k$. An electric pulse $\mathbf E(t)=\mathbf u\,E(t)$ with unit polarization $\mathbf u$ acts on mode $k$ through

$$h=\tfrac12(p^2+\omega_k^2Q_k^2)-f(t)Q_k,\qquad f(t)=E(t)\,\mathbf u\cdot\frac{\partial\boldsymbol\mu}{\partial Q_k}.\tag{14}$$

The Heisenberg equations are $\dot Q_k=p$ and $\dot p=-\omega_k^2Q_k+f$. The combination $b=p+i\omega_kQ_k$ obeys $\dot b=i\omega_kb+f$. After the pulse, apart from the free phase $e^{i\omega_kt}$, $b$ has therefore gained the number

$$F=\int f(t)\,e^{-i\omega_kt}\,dt .$$

The commutator $[Q_k,p]=i\hbar$ gives $b^\dagger b=p^2+\omega_k^2Q_k^2+\hbar\omega_k$, so the oscillator energy is $\tfrac12b^\dagger b$ minus a constant. In a stationary state $\langle Q_k\rangle=\langle p\rangle=0$, and the terms linear in $F$ vanish. The mean energy gain is

$$\Delta E=\tfrac12|F|^2=\tfrac12\left(\mathbf u\cdot\frac{\partial\boldsymbol\mu}{\partial Q_k}\right)^2|\tilde E(\omega_k)|^2 ,\tag{15}$$

where $\tilde E$ is the Fourier transform of $E(t)$. It does not depend on the initial level, so within this model the net absorption is independent of temperature. Hot transitions $v\to v+1$ are included and stimulated emission is subtracted.

The pulse carries the energy per area

$$\varepsilon_0c\int E^2dt=\frac{\varepsilon_0c}{\pi}\int_0^\infty|\tilde E(\omega)|^2d\omega .$$

The absorbed energy is the integral of the cross section $\sigma$ times the spectral fluence $\varepsilon_0c|\tilde E|^2/\pi$. For a line narrow compared with the pulse spectrum, the fluence can be taken at $\omega_k$, and equating the result to (15) gives

$$\int\sigma\,d\omega=\frac{\pi}{2\varepsilon_0c}\left(\mathbf u\cdot\frac{\partial\boldsymbol\mu}{\partial Q_k}\right)^2 .$$

Averaging over molecular orientations, with $\langle u_iu_j\rangle=\delta_{ij}/3$, changes this to $\pi|\partial\boldsymbol\mu/\partial Q_k|^2/(6\varepsilon_0c)$. For wavenumber $\tilde\nu=\omega/(2\pi c)$, division by $2\pi c$ and multiplication by Avogadro's constant give the molar napierian intensity

$$A_k=\frac{N_{\rm A}}{12\varepsilon_0c^2}\left|\frac{\partial\boldsymbol\mu}{\partial Q_k}\right|^2 .\tag{16}$$

Napierian means attenuation written as a power of $e$; for decadic coefficients divide by $\ln10$. The summed intensity $\sum_kA_k$ is the right side of (13) times the same prefactor, and each component of a degenerate mode is counted. Holding the orientation fixed during absorption neglects rotational energies compared with $\hbar\omega_k$. Anharmonicity of the potential and curvature of the dipole function make overtones and combinations absorb. A dipole term quadratic in $Q_k$ connects level $v$ of a harmonic mode only to $v$ and $v\pm2$, so it adds overtone intensity without taking any from the fundamental. An anharmonic potential or cubic terms in the dipole generally change the fundamentals as well, and equation (16) is then only an approximation to their measured intensities.

## G. A bent triatomic worked through

Atom 0 is at the origin and two equal atoms lie at $(\pm0.91925,\,0.77135,\,0)$ Å, which is a bond length of 1.20 Å and an angle of 100°. The parameters are round model values and represent no particular substance. The atomic charges $q_\alpha$ minimize

$$\sum_\alpha\chi_\alpha q_\alpha+\tfrac12\sum_{\alpha\beta}J_{\alpha\beta}q_\alpha q_\beta,\qquad \sum_\alpha q_\alpha=0 .$$

Here $\chi_0=6$ eV/$e$, $\chi_1=\chi_2=0$ and $J_{\alpha\alpha}=20$ eV/$e^2$. For different atoms $J_{\alpha\beta}$ is the Coulomb interaction of unit charges with $r$ replaced by $\sqrt{r^2+s^2}$, where $s=1$ Å. The dipole is $\sum_\alpha q_\alpha\mathbf R_\alpha$. Its derivative contains the charges and their response to motion:

$$P^\alpha_{ij}=q_\alpha\delta_{ij}+\sum_\beta R_{\beta i}\frac{\partial q_\beta}{\partial R_{\alpha j}} .$$

The charges are $-0.400$, $0.200$ and $0.200\,e$, and the dipole is $0.30847\ e$Å along $y$. The tensors, in units of $e$, are

$$P^0=\begin{pmatrix}-0.20528&0&0\\0&-0.28008&0\\0&0&-0.39991\end{pmatrix},\quad P^1=\begin{pmatrix}0.10264&-0.08166&0\\-0.04172&0.14004&0\\0&0&0.19996\end{pmatrix}.$$

$P^2$ is $P^1$ with the signs of its off-diagonal elements reversed. All $R_{\beta z}$ vanish, so the $zz$ elements are the static charges. In the plane, charge flow reduces the $xx$ element of atom 0 to about half its static charge in magnitude.

**Sum rules.** The $xx$ elements add to $-0.20528+2(0.10264)=0$, as (3) requires. For rotation about $z$, $\mathbf z\times\mathbf R=(-R_y,R_x,0)$. Atoms 1 and 2 contribute equally to the $x$ component of (4):

$$2\left[-0.10264(0.77135)-0.08166(0.91925)\right]=-0.3085\ e\text{Å}.$$

This agrees with $-\mu_y$.

**Total.** The squared effective charges are $\xi_0^2=0.2805\,e^2$ and $\xi_1^2=\xi_2^2=0.0785\,e^2$. With masses of 20, 4 and 4 u,

$$\frac{0.2805}{20}+\frac{2(0.0785)}{4}=0.0533\ e^2/\mathrm u .$$

The dipole lies along $y$, so rotations about $x$ and $z$ contribute. Their moments are $3.400$ and $10.160$ u Å²:

$$0.30847^2\left(\frac1{3.400}+\frac1{10.160}\right)=0.0374\ e^2/\mathrm u .$$

With unrounded values the difference is $0.01594\ e^2/\mathrm u$, or $15.54$ km/mol. A normal-mode calculation with springs of 30 eV/Å² for the bonds and 5 eV/Å² for the outer pair gives 12.11, 1.31 and 2.12 km/mol at 538, 1587 and 1663 cm$^{-1}$. These add to the same $15.54$ km/mol.

**Where the 70 percent lies.** The diagonal elements of (12) resolve the balance by dipole direction. All entries are in $e^2/\mathrm u$.

| Direction | $\sum_\alpha(P^\alpha P^{\alpha\mathsf T})_{ii}/m_\alpha$ | Rotation | Vibration |
|---|---:|---:|---:|
| $x$ | 0.01071 | 0.00937 | 0.00134 |
| $y$ | 0.01460 | 0 | 0.01460 |
| $z$ | 0.02799 | 0.02799 | 0 |

A bent triatomic has no out-of-plane vibration, so the whole $z$ entry is rotation about $x$. The $x$ entry is the one antisymmetric mode, and its value identifies it as the mode at 1587 cm$^{-1}$. The other two modes share the $y$ entry.

**Doubling the outer masses.** In the Born–Oppenheimer approximation $P^\alpha$, $\boldsymbol\mu$ and the equilibrium geometry do not depend on nuclear masses. With outer masses of 8 u, (13) gives $0.03366-0.02305=0.01061\ e^2/\mathrm u$, or $10.34$ km/mol, without a force field. A fresh normal-mode calculation gives the same sum.

The antisymmetric mode nevertheless becomes slightly stronger, from 1.309 to 1.315 km/mol. Its first term in (12) falls by $0.00430\ e^2/\mathrm u$, but the rotational term falls by $0.00431\ e^2/\mathrm u$. A heavier atom therefore need not weaken every band.

## H. Notes for implementation

1. **Check the index order with (4).** Transposing every $P^\alpha$ leaves (3) and $\xi_\alpha^2$ unchanged. In the example it would turn the rotational sum above into $-0.235\ e$Å instead of $-0.308\ e$Å. A violation of (4) reveals an error, but agreement does not always prove the order right. In a molecule with an inversion centre, paired atoms have equal tensors and opposite positions about the centre, so the left side of (4) vanishes for either order. The absence of an inversion centre is not enough either: in a linear molecule the tensors are symmetric, and transposing them changes nothing. Use a molecule for which the transposed tensors violate (4), such as the bent triatomic above.
2. **Do not read the sum rules as a measure of accuracy.** Fixed charges, with $P^\alpha=q_\alpha\mathbf 1$ and the dipole $\sum_\alpha q_\alpha\mathbf R_\alpha$ of the same charges, satisfy both (3) and (4) but omit charge flow.
3. **Use a stationary geometry.** Elsewhere, by (8), rotations are in general not null vectors of the Hessian and can mix with internal motion. Projecting out the translation vectors $\sqrt{m_\alpha/M}\,\mathbf e_j$ and the rotation vectors (10) restores the identity (13) for the remaining directions, but these are not the normal modes of an equilibrium molecule.
4. **For ions, use $\boldsymbol\mu_{\rm c}$** in the rotational term and keep $3q^2/M$.

Rule (13) was also tested on a charged nonplanar four-atom model and on a polar linear triatomic, in both cases to within $10^{-5}\ e^2/\mathrm u$, about 0.01 km/mol. The energy gain (15) was tested by quantum propagation from $v=0$ and $v=2$, and the prefactor in (16) by integrating the absorption line of a damped oscillator. These tests are assertions in the program and print no values. The numerical output below lists the values for the bent triatomic; the direction-resolved table and the transposed sum follow by arithmetic from the printed tensors, positions, dipole and moments of inertia.

## Computed results

```
bond length 1.20 angstrom; angle 100.0 degrees
electronegativities (atoms 0,1,2): [6.0, 0.0, 0.0] eV/e
hardness 20.0 eV/e^2; softening length 1.0 angstrom
springs: bonds 30.0, outer pair 5.0 eV/angstrom^2
position of atom 0 (x y z), angstrom:   0.00000   0.00000   0.00000
position of atom 1 (x y z), angstrom:   0.91925   0.77135   0.00000
position of atom 2 (x y z), angstrom:  -0.91925   0.77135   0.00000
charges (atoms 0,1,2), e:  -0.39991   0.19996   0.19996
dipole (x y z), e angstrom:   0.00000   0.30847   0.00000
P of atom 0, row x, e:  -0.20528   0.00000   0.00000
P of atom 0, row y, e:   0.00000  -0.28008   0.00000
P of atom 0, row z, e:   0.00000   0.00000  -0.39991
P of atom 1, row x, e:   0.10264  -0.08166   0.00000
P of atom 1, row y, e:  -0.04172   0.14004   0.00000
P of atom 1, row z, e:   0.00000   0.00000   0.19996
P of atom 2, row x, e:   0.10264   0.08166   0.00000
P of atom 2, row y, e:   0.04172   0.14004   0.00000
P of atom 2, row z, e:   0.00000   0.00000   0.19996
largest element of sum of P: 1.5e-10 e
sum P(z x R), e angstrom:  -0.30847   0.00000   0.00000
z x dipole,   e angstrom:  -0.30847   0.00000   0.00000
squared effective charges xi^2 (atoms 0,1,2), e^2:   0.28052   0.07854   0.07854
intensity of 1 e^2/u: 974.880 km/mol
light: masses (atoms 0,1,2) [20.0, 4.0, 4.0] u
light: moments of inertia (x y z), u angstrom^2:   3.39985   6.76021  10.16006
light: mode 1: 538.4 cm^-1, |dmu/dQ|^2 = 0.012425 e^2/u, A = 12.112 km/mol
light: mode 2: 1586.9 cm^-1, |dmu/dQ|^2 = 0.001343 e^2/u, A = 1.309 km/mol
light: mode 3: 1663.3 cm^-1, |dmu/dQ|^2 = 0.002173 e^2/u, A = 2.119 km/mol
light: sum xi^2/m = 0.053294 e^2/u; rotational term = 0.037353 e^2/u
light: rotational share of sum xi^2/m = 70.09 percent
light: vibrational sum: rule 0.015941, modes 0.015941 e^2/u
light: summed intensity: rule 15.541, modes 15.541 km/mol
heavy: masses (atoms 0,1,2) [20.0, 8.0, 8.0] u
heavy: moments of inertia (x y z), u angstrom^2:   5.28865  13.52043  18.80908
heavy: mode 1: 410.7 cm^-1, |dmu/dQ|^2 = 0.007128 e^2/u, A = 6.949 km/mol
heavy: mode 2: 1224.1 cm^-1, |dmu/dQ|^2 = 0.001349 e^2/u, A = 1.315 km/mol
heavy: mode 3: 1236.1 cm^-1, |dmu/dQ|^2 = 0.002133 e^2/u, A = 2.079 km/mol
heavy: sum xi^2/m = 0.033660 e^2/u; rotational term = 0.023051 e^2/u
heavy: rotational share of sum xi^2/m = 68.48 percent
heavy: vibrational sum: rule 0.010609, modes 0.010609 e^2/u
heavy: summed intensity: rule 10.342, modes 10.342 km/mol
```
